# Electric driving and second-order sweet spot of the donor flip-flop qubit

## Result and model

An electron is shared between a donor site d and an interface site i, a distance $d$ apart. On the donor it couples to a nuclear spin 1/2 with hyperfine constant $A$. All energies are divided by $h$ and are ordinary frequencies. With $\tau_z=+1$ on the donor, $\tau_z=-1$ at the interface and $P_{d,i}=(1\pm\tau_z)/2$,

$$H=\tfrac12(\varepsilon\tau_z+V\tau_x)+\nu_e(1+\kappa P_i)S_z-\nu_nI_z+A\,P_d\,\mathbf S\cdot\mathbf I .$$

Here $V$ is the tunnel coupling, $\nu_e$ and $\nu_n$ are the Zeeman frequencies, and $\kappa$ is the relative change of the electron $g$ factor at the interface. The field $F$ sets the detuning $\varepsilon=ed(F-F_0)/h$; positive $\varepsilon$ pushes the electron to the interface. Define

$$D=\kappa\nu_e,\quad \nu=\nu_e+\nu_n+\tfrac D2,\quad \varepsilon'=\varepsilon-\tfrac A4,\quad \Omega=\sqrt{V^2+\varepsilon'^2},\quad D'=D-\frac{A^2}{2\nu}.$$

The regime is $V>\nu$, with $A$ small against $\nu$, and with $A/4$ and $|D|$ small against $\Omega-\nu$. A resonant field of amplitude $F_{ac}$, that is, a detuning amplitude $\varepsilon_1=edF_{ac}/h$, makes the flip-flop populations oscillate at the Rabi frequency

$$f_R=\frac{\varepsilon_1AV^2}{4\Omega(\Omega^2-\nu^2)}. \tag{1}$$

The static field dependence of the hyperfine coupling gives this strength only for $\Omega\gg\nu$. In general the coupling's response at the drive frequency is needed, which is larger by $\Omega^2/(\Omega^2-\nu^2)$.

The first and second derivatives of the transition frequency with respect to $\varepsilon$ both vanish, to leading order in $w/\nu$ and in $A/(\Omega-\nu)$, at

$$V^2=\nu^2+w^2,\qquad \varepsilon'=-\mathrm{sign}(D')\frac{w}{\sqrt3},\qquad w^3=\frac{3\sqrt3}{32}\frac{A^2\nu^2}{|D'|}. \tag{2}$$

This is the second-order sweet spot of the transition frequency for slow charge noise that enters through $\varepsilon$. The Rabi frequency (1) is not stationary there.

## Reduction to four states

$H$ conserves $S_z+I_z$. The flip-flop states $|{\uparrow\Downarrow}\rangle$ and $|{\downarrow\Uparrow}\rangle$, electron arrow first, both have $S_z+I_z=0$. Let $s_z=\pm1$ label them and let $s_x$ exchange them. In this pair $S_zI_z=-1/4$, while $S_xI_x+S_yI_y=(S_+I_-+S_-I_+)/2=s_x/2$. Therefore

$$AP_d\,\mathbf S\cdot\mathbf I=\frac A2(1+\tau_z)\Big(-\frac14+\frac{s_x}2\Big)=-\frac A8-\frac A8\tau_z+\frac A4(1+\tau_z)s_x .$$

The term $-A\tau_z/8$ changes $\varepsilon/2$ into $\varepsilon'/2$. The Zeeman terms become $\tfrac12[\nu_e+\nu_n+DP_i]s_z$, and $P_i=(1-\tau_z)/2$ splits this into $\tfrac\nu2s_z-\tfrac D4\tau_zs_z$. Up to a constant,

$$H=\tfrac12(\varepsilon'\tau_z+V\tau_x)+\tfrac\nu2s_z-\tfrac D4\tau_zs_z+\tfrac A4(1+\tau_z)s_x. \tag{3}$$

No approximation has been made in this sector. Now let $c=\varepsilon'/\Omega$ and $s=V/\Omega$, and define $t_z=c\tau_z+s\tau_x$ and $t_x=-s\tau_z+c\tau_x$. The orbital part is then $\tfrac\Omega2t_z$, with ground state $t_z=-1$, and

$$\tau_z=c\,t_z-s\,t_x. \tag{4}$$

## First derivation: the hyperfine coupling as a driven quantity

**Static slope.** In the orbital ground state $\langle\tau_z\rangle=-c$, so the spins see the coupling $a=A(1-c)/2$, which enters (3) as $\tfrac a2s_x$. Since $dc/d\varepsilon'=1/\Omega-\varepsilon'^2/\Omega^3=V^2/\Omega^3$,

$$\frac{da}{d\varepsilon}=-\frac{AV^2}{2\Omega^3}. \tag{5}$$

**Response at the drive frequency.** The detuning modulation $\lambda(t)=\varepsilon_1\cos2\pi\nu t$ adds $\tfrac\lambda2\tau_z$ to $H$. A two-level Hamiltonian $\tfrac12\mathbf B\cdot\mathbf t$ gives $\dot{\mathbf t}=2\pi\,\mathbf B\times\mathbf t$ for the expectation values, with $\mathbf B=(-s\lambda,0,\Omega+c\lambda)$ here. To first order in $\lambda$ around $\mathbf t=(0,0,-1)$,

$$\dot t_x=-2\pi\Omega\,t_y,\qquad \dot t_y=2\pi(\Omega t_x-s\lambda).$$

Differentiating the first equation and inserting the second gives $\ddot t_x+(2\pi\Omega)^2t_x=(2\pi)^2\Omega s\lambda$. The forced solution is $t_x=\Omega s\lambda/(\Omega^2-\nu^2)$. By (4), $\delta\langle\tau_z\rangle=-s\,t_x$, since $t_z$ does not change at this order. Hence

$$\delta a(t)=\frac A2\delta\langle\tau_z\rangle=-\frac{AV^2}{2\Omega(\Omega^2-\nu^2)}\,\varepsilon_1\cos2\pi\nu t. \tag{6}$$

For $\nu\to0$ this is the static slope (5) times $\lambda$. At finite $\nu$ the charge is driven closer to its own resonance and moves further.

The spins feel $\tfrac12\delta a(t)s_x$, of the form $M\cos(2\pi\nu t)\,s_x$. In the frame rotating at $\nu$, half of the cosine is stationary and leaves $\tfrac M2s_x$, with eigenvalues $\pm M/2$. Populations oscillate at the difference, $M$. Thus $f_R=|M|$, half the amplitude of $\delta a$, which is (1). The modulation of $D$ acts along $s_z$ and does not flip the pair at this order.

**Transition frequency.** Its dependence on $\varepsilon$ follows from second-order energies. Write $|{\mp},\uparrow\rangle$ and $|{\mp},\downarrow\rangle$ for $t_z=\mp1$ and $s_z=\pm1$. The contributions to the splitting of the two states with $t_z=-1$ are:

- The diagonal part of $-\tfrac D4\tau_zs_z$ is $+\tfrac{Dc}4s_z$, which adds $Dc/2$.
- The term $\tfrac A4(1-c)s_x$ couples the two states across the gap $\nu$. They repel by $[A(1-c)/4]^2/\nu$ each, which adds $A^2(1-c)^2/(8\nu)$.
- The term $-\tfrac{As}4t_xs_x$ couples $|-,\uparrow\rangle$ to $|+,\downarrow\rangle$, higher by $\Omega-\nu$, and $|-,\downarrow\rangle$ to $|+,\uparrow\rangle$, higher by $\Omega+\nu$. It adds $-\big(\tfrac{As}4\big)^2\big[\tfrac1{\Omega-\nu}-\tfrac1{\Omega+\nu}\big]$.
- The term $\tfrac{Ds}4t_xs_z$ lowers both states equally at this order and cancels.

Since the square bracket equals $2\nu/(\Omega^2-\nu^2)$,

$$f=\nu+\frac{Dc}2+\frac{A^2(1-c)^2}{8\nu}-\frac{A^2V^2\nu}{8\Omega^2(\Omega^2-\nu^2)}. \tag{7}$$

**Sweet spot.** For the last term, $d[\Omega^4-\nu^2\Omega^2]/d\varepsilon'=2\varepsilon'(2\Omega^2-\nu^2)$. All three field-dependent terms then share a factor $V^2/\Omega^3$:

$$f'=\frac{V^2}{\Omega^3}K,\qquad K=\frac D2-\frac{A^2(1-c)}{4\nu}+\frac{A^2\nu\,\varepsilon'(2\Omega^2-\nu^2)}{4\Omega(\Omega^2-\nu^2)^2}. \tag{8}$$

The prefactor is nonzero, so $f'=f''=0$ is equivalent to $K=K'=0$. Put $w^2=V^2-\nu^2$, which makes $\Omega^2-\nu^2=w^2+\varepsilon'^2$. For $w,|\varepsilon'|\ll\nu$, $c$ is small and $(2\Omega^2-\nu^2)/\Omega\to\nu$, so

$$K\simeq\frac{D'}2+\frac{A^2\nu^2}4L,\qquad L=\frac{\varepsilon'}{(w^2+\varepsilon'^2)^2},\qquad L'=\frac{w^2-3\varepsilon'^2}{(w^2+\varepsilon'^2)^3}.$$

$K'=0$ requires $\varepsilon'=\pm w/\sqrt3$. There $w^2+\varepsilon'^2=4w^2/3$ and $L=\pm3\sqrt3/(16w^3)$. $K=0$ requires $L$ to have the sign opposite to $D'$ and $A^2\nu^2\cdot3\sqrt3/(64w^3)=|D'|/2$. This is (2).

The largest $|L|$ falls as $w^{-3}$. In this leading-order form, a smaller $V$ therefore gives two zeros of $f'$, two first-order sweet spots, and a larger $V$ gives none. The second-order spot is where the two merge.

**Residual sensitivity.** At the spot $f'''=(V^2/\Omega^3)K''\simeq K''/\nu$. The numerator of $L'$ vanishes there, so only its derivative contributes: $L''=-6\varepsilon'/(4w^2/3)^3=\mp27\sqrt3/(32w^5)$. Eliminating $A^2\nu^2=32w^3|D'|/(3\sqrt3)$ gives

$$f'''\simeq\frac{9D'}{4\nu w^2}. \tag{9}$$

## Second derivation: diagonalizing two parity blocks

The product $t_zs_z$ divides the four states into the blocks $\{|-,\uparrow\rangle,|+,\downarrow\rangle\}$, with value $-1$, and $\{|-,\downarrow\rangle,|+,\uparrow\rangle\}$, with value $+1$. The coupling $-g\,t_xs_x$, with $g=AV/(4\Omega)$, acts inside each block. The term $-\tfrac{Dc}4t_zs_z$ is constant within a block. The remaining terms, $\tfrac A4(1+c\,t_z)s_x$ and $\tfrac{Ds}4t_xs_z$, connect the blocks and are set aside for the moment. With $\Delta=\Omega-\nu$ and $\Sigma=\Omega+\nu$,

$$H_-=\frac{Dc}4+\begin{pmatrix}-\Delta/2&-g\\-g&\Delta/2\end{pmatrix},\qquad H_+=-\frac{Dc}4+\begin{pmatrix}-\Sigma/2&-g\\-g&\Sigma/2\end{pmatrix}.$$

The lower eigenstates are the dressed flip-flop states,

$$|1\rangle=\cos\alpha\,|-,\uparrow\rangle+\sin\alpha\,|+,\downarrow\rangle,\qquad |0\rangle=\cos\beta\,|-,\downarrow\rangle+\sin\beta\,|+,\uparrow\rangle,$$

with $\tan2\alpha=2g/\Delta$ and $\tan2\beta=2g/\Sigma$.

**Drive.** The operator $\tfrac{\varepsilon_1}2\cos(2\pi ft)\,\tau_z$ connects them through $-s\,t_x$ alone, because $t_z$ changes neither label. The two paths add, $\langle1|t_x|0\rangle=\cos\alpha\sin\beta+\sin\alpha\cos\beta$, so

$$f_R=\frac{\varepsilon_1s}2\sin(\alpha+\beta). \tag{10}$$

For weak mixing, $\alpha+\beta\simeq g(1/\Delta+1/\Sigma)=2g\Omega/(\Omega^2-\nu^2)$. With $g=As/4$ this returns (1). Equation (10) also shows what replaces the divergence of (1) at $\Omega=\nu$. There $\alpha=\pi/4$, the strength stays finite, and state $|1\rangle$ is half excited charge, no longer a spin state.

**Transition frequency.** The difference of the lower eigenvalues is

$$f_0=\frac{Dc}2+\tfrac12\sqrt{\Sigma^2+4g^2}-\tfrac12\sqrt{\Delta^2+4g^2}.$$

For small $g$ this is $\nu+Dc/2-g^2(1/\Delta-1/\Sigma)$. The terms set aside add $A^2(1-c)^2/(8\nu)$ at second order, as before, and (7) is recovered.

**Sweet spot.** Near resonance the $\Sigma$ part of the shift is negligible. For small $c$, the terms $Dc/2$ and $A^2(1-c)^2/(8\nu)$ combine to a constant plus $D'c/2$. What remains is $-\tfrac12(\sqrt{\Delta^2+4g^2}-\Delta)$, whose derivative with respect to $\Delta$ is $\tfrac12(1-\cos2\alpha)=\sin^2\alpha$. With $d\Delta/d\varepsilon'=\varepsilon'/\Omega$, and with the weak dependence of $g$ on $\varepsilon'$ dropped,

$$f'\simeq\frac1\nu\Big(\frac{D'}2+\varepsilon'\sin^2\alpha\Big). \tag{11}$$

The upper flip-flop state carries a weight $\sin^2\alpha$ of the excited orbital, whose energy has the opposite slope in $\varepsilon'$. At a sweet spot this borrowed slope cancels the one due to the $g$ factor and the static hyperfine coupling.

Take $\sin^2\alpha\simeq(A/4\Delta)^2$ and $\Delta\simeq\delta+q$, with $\delta=V-\nu$ and $q=\varepsilon'^2/(2\nu)$. The product $\varepsilon'/\Delta^2$ is extremal when $\delta+q=4q$, so $q=\delta/3$, $\Delta=4\delta/3$ and $\varepsilon'^2=2\nu\delta/3$. Setting (11) to zero there gives

$$2\sqrt{\frac{2\nu\delta}3}\;\frac{A^2}{16}\,\frac9{16\delta^2}=|D'|\quad\Rightarrow\quad\delta^3=\frac{27A^4\nu}{8192D'^2}.$$

Since $w^2=V^2-\nu^2\simeq2\nu\delta$, this means $w^6=27A^4\nu^4/(1024D'^2)$, the square of the condition in (2).

## What each derivation assumes

The first derivation treats the spins as passive while the orbital follows the drive. It needs linear response, $\varepsilon_1\ll\Delta$, and couplings weak enough for second-order energies, $g\ll\Delta$ and $A\ll\nu$. The latter also keeps the static hyperfine term from tilting the spin states away from $s_z=\pm1$. In return it identifies the driving mechanism as a modulation of the hyperfine coupling and shows where the static slope stops being sufficient.

The second derivation keeps spin and charge on an equal footing. It does not need $g\ll\Delta$ for the blocks themselves, but it does need the terms between blocks to be small. Its drive formula takes $\varepsilon_1$ to first order and keeps only the resonant transition. The closed location (2) uses weak mixing in both derivations.

At the spot the two small parameters are fixed by $A$, $D'$ and $\nu$. From (2), $w/\nu\ll1$ requires $A^2\ll|D'|\nu$. From $\Delta=4\delta/3$,

$$\frac{A/4}{\Delta}=\Big(\frac{2D'^2}{A\nu}\Big)^{1/3}\ll1 .$$

So $|D'|$ must be neither too small nor too large. If the $g$-factor change is so weak that $D'\to-A^2/(2\nu)$, then $w$ is comparable with $\nu$ and (2) fails. If $|D'|$ is large, the spot moves into the region of strong charge mixing.

The same substitution in (1), with $\Omega^2-\nu^2=4w^2/3$ and $V^2/\Omega\simeq\nu$, gives the drive at the spot:

$$f_R\simeq\frac{3\varepsilon_1A\nu}{16w^2}=\varepsilon_1\Big(\frac{D'^2}{4A\nu}\Big)^{1/3}. \tag{12}$$

When $V$ is retuned to keep the second-order spot, a larger $A$ at fixed $D'$ lowers the driving strength, because the spot then lies further from the charge resonance.

## Worked example

Round model parameters are $A=100$ MHz, $\nu_e=10000$ MHz, $\nu_n=6$ MHz, $\kappa=-0.002$, $d=10$ nm and $F_{ac}=10$ V/m. Then $D=-20$ MHz, $\nu=10000+6-10=9996$ MHz and $D'=-20-10^4/(2\cdot9996)=-20.5$ MHz. One V/m shifts the detuning by 2.418 MHz, so $\varepsilon_1=24.18$ MHz.

**Location.** Equation (2) gives $w=1993$ MHz, hence $V-\nu=197$ MHz and $\varepsilon'=1151$ MHz. Diagonalizing the full Hamiltonian puts the spot at $V-\nu=204$ MHz and $\varepsilon'=1225$ MHz, a field offset $F-F_0=517$ V/m. Relative to the full model, the closed form is 1.9 % low in $w$ and 6 % low in $\varepsilon'$. With $A$ and $\kappa$ ten times smaller, $w/\nu$ and $A/(4\Delta)$ are both less than half as large, and the error in $w$ falls to 0.39 %. Reversing the sign of $\kappa$ moves the spot to $\varepsilon'=-1251$ MHz. With $V-\nu$ reduced by 20 % there are two first-order spots, near $\varepsilon'=520$ and 2000 MHz; with it raised by 20 % none is found for $|\varepsilon'|\le8000$ MHz.

**Drive.** At the spot $\Omega=10273.5$ MHz and $\Omega-\nu=277.5$ MHz. The static slope is $da/d\varepsilon=-0.0048$, which would give $\tfrac12\cdot0.0048\cdot24.18$ MHz $=58$ kHz. The factor $\Omega^2/(\Omega^2-\nu^2)=18.8$ raises this to 1089 kHz, equation (1). The driven model, solved without the rotating-wave approximation, gives $f_R=1074$ kHz, or 1.074 MHz. Equation (10) accounts for most of the difference: $g=24.8$ MHz gives $\alpha=0.0885$ and $\beta=0.0012$, hence 1076 kHz. A pulse of half a Rabi period, 465 ns, transfers 0.999 of the population.

**Charge character.** The upper flip-flop state has an excited-orbital weight of 0.78 %. In (11), $2\varepsilon'\sin^2\alpha=2\cdot1225\cdot0.0078=19$ MHz, against $|D'|=20.5$ MHz. The balance holds to the accuracy of its leading-order form. This weight also opens a channel for charge relaxation, which the model leaves out.

**Noise.** A static field offset of 20 V/m is a detuning of 48.4 MHz. At the spot the cubic law with the full-model value $|f'''|=9.6\times10^{-10}$ MHz$^{-2}$ predicts $|f'''|(48.4)^3/6=1.8\times10^{-5}$ MHz, or 18 Hz, and diagonalization gives between 18 and 19 Hz in magnitude, slightly different for the two signs of the offset. Equation (9) overestimates $|f'''|$ by 20 % relative to the full model. At $\varepsilon'=0$ and the same $V$, the same offset shifts the frequency by 50 kHz.

This protection concerns the transition frequency and noise in $\varepsilon$ alone. The driving strength still depends on $\varepsilon$ at first order: (1) gives $d\ln f_R/d\varepsilon'=-\varepsilon'/\Omega^2-2\varepsilon'/(\Omega^2-\nu^2)\approx-4.5\times10^{-4}$ MHz$^{-1}$ at the spot. The 20 V/m offset therefore changes $f_R$ by about 2 %, some 23 kHz, and lowers the transfer of the 465 ns pulse from 0.999 to 0.998. Since $\Delta$ also depends on $V$, the argument behind (11) gives $\partial f/\partial V\simeq\sin^2\alpha\approx0.008$ at the spot. Noise that modulates the tunnel coupling therefore still acts at first order. The numerical output lists the remaining values.

## Computed results

```
hyperfine coupling A on donor: 100 MHz
electron Zeeman frequency nu_e: 10000 MHz
nuclear Zeeman frequency nu_n: 6 MHz
relative g shift kappa: -0.002
site distance d: 10 nm
drive field amplitude F_ac: 10 V/m
detuning per field e d/h: 2.418 MHz per V/m
detuning amplitude eps1: 24.18 MHz
D: -20 MHz
nu: 9996 MHz
D': -20.5 MHz
closed form w: 1992.9 MHz
full model w: 2030.6 MHz
closed form V at spot: 10192.7 MHz
full model V at spot: 10200.2 MHz
closed form V-nu at spot: 196.7 MHz
full model V-nu at spot: 204.2 MHz
closed form eps' at spot: 1150.6 MHz
full model eps' at spot: 1225 MHz
full model eps at spot: 1250 MHz
field offset F-F0 at spot: 517 V/m
orbital splitting Omega at spot: 10273.5 MHz
Omega-nu at spot: 277.5 MHz
flip-flop frequency at spot: 9992.735 MHz
closed form third derivative: -1.16e-09 MHz^-2
full model third derivative: -9.64e-10 MHz^-2
w error, A and kappa as given: -1.9 %
w error, A and kappa / 10: -0.39 %
kappa sign reversed: full model eps' at spot: -1250.7 MHz
lower V for counting sweet spots: 10159.3 MHz
first-order spots there, eps' in MHz (10 MHz grid): [ 520 2000]
higher V for counting sweet spots: 10241 MHz
number of first-order spots there: 0
static A at spot: 44.04 MHz
static dA/d(eps) at spot: -0.004798 MHz/MHz
static dA/dF at spot: -11.6 kHz per V/m
Rabi frequency from static dA/dF: 58 kHz
enhancement Omega^2/(Omega^2-nu^2): 18.77
Rabi frequency, derived formula: 1089 kHz
Rabi frequency, leading form at spot: 1141 kHz
Rabi frequency, driven full model: 1074 kHz
half-period pulse time: 465.4 ns
population transferred by pulse: 0.9992
excited-orbital weight, formula: 0.8 %
excited-orbital weight, full model: 0.781 %
field offset for noise comparison: 20 V/m
frequency shift at spot: 18.4 Hz
frequency shift at eps'=0, same V: 5.03e+04 Hz
largest error of frequency formula in scan: 49 kHz
largest error of slope formula / (|D'|/2nu): 2.8 %
largest error of drive formula in scan: 2.2 %
```
